Normalized Tunnelling Conductance: Transmission Cancellation, Background and Gap-Edge Divergence

**1. Definitions and conventions**

Rydberg atomic units are used: ħ = 1, m = 1/2, e² = 2, with energies in Ry and lengths in bohr. A tip faces a sample across a vacuum gap of width z. The voltage V is that of the sample relative to the tip, and U = eV, with e > 0, is the bias energy. Electron energies E are measured from the sample Fermi level, so the tip Fermi level lies at E = U. For U > 0 electrons tunnel from the tip into empty sample states; for U < 0 they leave filled sample states. The current I is counted positive for U > 0.

The normalized conductance is

N = (dI/dV)/(I/V) = (dI/dU)/(I/U) = d ln|I| / d ln|U|.

The factor e relating V to U cancels, and so does any constant multiplying the current.

The model is elastic, one-dimensional tunnelling at zero temperature, with a constant tip density of states. The sample density of states is ρ(E). At zero temperature the difference of the two Fermi functions is +1 for 0 < E < U, −1 for U < E < 0, and zero elsewhere. Both signs of bias are therefore covered by one signed integral,

I(U) = C J(U),  J(U) = ∫₀^U ρ(E) e^{−S(E,U)} dE.

Here T = e^{−S} is the transmission factor, and C is independent of U. It is set to 1 below.

**2. The WKB exponent**

Let both work functions equal φ, and neglect the image potential and any penetration of the field into the sample. The barrier then rises linearly from φ at the sample (x = 0) to φ + U at the tip (x = z). Since ħ²/2m = 1, the wave function under the barrier obeys ψ″ = (φ + Ux/z − E)ψ, and its local decay rate is the square root of the bracket. The probability decays at twice that rate:

S = 2 ∫₀^z √(φ − E + Ux/z) dx.

Put x = z(1/2 + t), with t running from −1/2 to 1/2, and define

κ(E,U) = √(φ + U/2 − E),  r = U/κ².

The integrand becomes κ√(1 + rt) = κ(1 + rt/2 − r²t²/8 + …). The average of t is zero and that of t² is 1/12, so

S = 2zκ (1 − r²/96 + …).

Keeping the first term replaces the tilted barrier by one of its mean height:

S(E,U) = 2zκ(E,U).

At E = 0, U = 0.2 Ry and φ = 0.32 Ry, the ratio of the tilted to the mean-barrier exponent is 0.9976, close to 1 − r²/96. The barrier must stay positive everywhere, which |U| < φ ensures for all contributing energies. WKB also needs S ≫ 1.

Two derivatives are needed later. From κ² = φ + U/2 − E,

∂κ/∂U = 1/(4κ),  ∂κ/∂E = −1/(2κ),

∂S/∂U = z/(2κ),  ∂S/∂E = −z/κ.

Raising U at fixed E lifts the barrier and reduces the transmission. Raising E at fixed U increases it.

**3. The density term and the background**

The bias enters J twice: as the upper limit and inside the exponent. When U grows by dU, the new strip of energies contributes ρ(U)e^{−S(U,U)}dU, while the integrand at each old energy changes by −ρ(∂S/∂U)e^{−S}dU. Hence

dI/dU = ρ(U) e^{−S(U,U)} − ∫₀^U ρ(E) [z/(2κ)] e^{−S(E,U)} dE.

Multiply by U and divide by J. With the mean

⟨f⟩ = ∫₀^U f ρ e^{−S} dE / ∫₀^U ρ e^{−S} dE,

the result is

N = D + A,

D = U ρ(U) e^{−S(U,U)} / J(U),

A = −(zU/2) ⟨1/κ⟩.

The weight in the mean is positive for either sign of U, because the sign of the integration direction cancels between numerator and denominator. The density term D contains the density of states at the selected energy. The background A arises because the bias changes the barrier for every electron already contributing. It is negative for U > 0, positive for U < 0, and depends on ρ through a weighted mean of the slowly varying quantity 1/κ.

An equivalent form follows on dividing numerator and denominator by T(U,U) = e^{−S(U,U)}:

N = [ρ(U) + a(U)] / b(U),

a(U) = −∫₀^U ρ(E) [z/(2κ)] T(E,U)/T(U,U) dE,

b(U) = (1/U) ∫₀^U ρ(E) T(E,U)/T(U,U) dE.

Only ratios of transmission factors occur here. The numerator holds the density plus a background, and the denominator is the window average of the density multiplied by T(E,U)/T(U,U). This ratio is below 1 for U > 0 and above 1 for U < 0, so b is not a normalized average: even for ρ = 1 it differs from 1 unless the transmission hardly varies across the window.

**4. What cancels and what survives**

Write w = U/2 − E. Over the window, w lies between −|U|/2 and |U|/2, and

κ = √(φ + w) = √φ + w/(2√φ) − w²/(8φ^{3/2}) + …

With β = z/√φ, the exponent is

S = 2z√φ + βw − zw²/(4φ^{3/2}) + …

The factor e^{−2z√φ} is common to every energy and every bias. It cancels exactly from N, and it is this factor that makes the raw conductance so sensitive to distance. The term βw does not cancel, since it differs between energies in the window. The quadratic term is at most zU²/(16φ^{3/2}) = (βU)²/(16z√φ) in size, and is dropped in this section.

If β|U| ≪ 1, the surviving ratios are close to 1, and to leading order

N ≈ ρ(U) / [(1/U) ∫₀^U ρ(E) dE].

The normalized conductance is then the density at E = U divided by its average over the window. It is not the density itself.

For larger β|U|, a flat density ρ = 1 shows what remains. The current integral is

J = e^{−2z√φ} ∫₀^U e^{β(E−U/2)} dE = e^{−2z√φ} (2/β) sinh(βU/2).

At E = U the exponent is S = 2z√φ − βU/2. Therefore

D = U e^{βU/2} β / [2 sinh(βU/2)] = βU/(1 − e^{−βU}).

In this linear approximation ∂S/∂U = β/2, so A = −βU/2. With x = βU/2 the sum is

N = 2x/(1 − e^{−2x}) − x = x(1 + e^{−2x})/(1 − e^{−2x}) = x coth x.

For small x, N ≈ 1 + x²/3. For large |x| this expression approaches |x|, although the density of states is constant. The linearization behind it requires x² ≪ 4z√φ, so at a fixed distance the limit cannot be followed to arbitrarily large bias. The two polarities reach this value differently. At large positive bias D → βU, and the background removes half of it. At large negative bias

D → β|U| e^{−β|U|},

and N consists almost wholly of background. The reason is that electrons near E = U are then the deepest in the window and face the highest barrier, while the current is carried mainly by electrons near the sample Fermi level. Division by I/V does not restore the visibility of the deep filled states.

The distance dependence can be compared directly. Differentiating J gives dI/dU = e^{−2z√φ} cosh x. At fixed U and φ, x is proportional to z, so

d ln(dI/dU)/d ln z = −2z√φ + x tanh x,

d ln N/d ln z = 1 − x/(sinh x cosh x) = 1 − 2x/sinh 2x.

The last expression lies between 0 and 1, because sinh 2x/(2x) ≥ 1. The large term 2z√φ has gone.

**5. Numbers for a flat density**

Take φ = 0.32 Ry (4.35 eV) and z = 12 bohr (6.35 Å). Then √φ = 0.566 bohr⁻¹ and β = 12/0.566 = 21.2 Ry⁻¹. At U = ±0.10 Ry, βU = ±2.12. The neglected quadratic term is at most 2.12²/(16 × 6.79) = 0.04.

At positive bias the mean-barrier integrals give D = 2.48 and A = −1.09, so N = 1.39. The linearized formulas give 2.41, −1.06 and 1.35. The formula for N is thus low by about 3% of the integrated value. At negative bias D = 0.295 and A = +1.09, again with N = 1.39. These digits belong to the model barrier. The tilted barrier gives N = 1.42, and the difference grows with bias (2.64 against 2.43 at |U| = 0.2 Ry). The neglected image potential is not small at this distance: between two metal image planes 12 bohr apart it lowers the mid-gap barrier by 0.12 Ry, roughly halves S, and raises N to about 1.56.

The equality of the two N values is a symmetry. For ρ = 1 the mean-barrier integrand depends on w alone, and w covers the same symmetric interval for both polarities. J is therefore odd in U, and N is even. The density terms nevertheless differ by a factor 2.48/0.295 = 8.4, close to e^{2.12} = 8.3. The same density of states is seen about eight times more weakly on the filled side.

For the distance dependence, 2z√φ = 13.6 and x tanh x = 0.83. In the linearized formulas of section 4 the logarithmic derivative of the raw conductance is then −12.7, while that of N is 0.48, about 26 times smaller in magnitude. This is the sense in which the transmission factor largely cancels.

**6. A semiconductor away from its edges**

Now let the density vanish between −0.04 and +0.06 Ry, a gap of 0.10 Ry (1.36 eV) containing the Fermi level. Outside the gap let ρ be the square root of the distance from the nearer edge, with equal amplitudes in both bands. This is an assumed form for the density at the surface, which is what tunnelling samples; its exponent need not be that of the bulk density of states. The parameters are chosen round and represent no particular material. Currents are in an arbitrary unit.

At U = +0.10 Ry the distance from the edge is 0.04 Ry, so ρ(U) = √0.04 = 0.2. With T(U,U) = 3.837×10⁻⁶ and I/U = 1.463×10⁻⁷,

D = 0.2 × 3.837×10⁻⁶ / 1.463×10⁻⁷ = 5.24.

The background is −1.13, and N = 5.24 − 1.13 = 4.12 with unrounded terms.

At U = −0.08 Ry the distance from the valence edge is again 0.04 Ry and the density is the same. Now

D = 0.2 × 5.574×10⁻⁷ / 5.267×10⁻⁸ = 2.12,

A = +0.82 and N = 2.94. Replacing the mean barrier by the tilted one gives N = 4.15 and 2.95, changes below 1%.

When z is increased from 12 to 14 bohr, the raw conductance falls to 0.121 of its value at the positive bias and to 0.097 at the negative one. N rises by 2.1% and 0.3% respectively.

**7. The divergence at a gap edge**

Let E₀ ≠ 0 be a band edge, with no states between it and the Fermi level. Beyond the edge let

ρ(E) = c |E − E₀|^p,  p > −1,

where the condition on p makes the integral converge. Let σ = +1 for a conduction edge (E₀ > 0) and σ = −1 for a valence edge (E₀ < 0). Just beyond the edge

U = E₀ + σε = σ(|E₀| + ε),  ε > 0.

States contribute between E₀ and U. Put E = E₀ + σεt with 0 < t < 1; then dE = σε dt and ρ = cε^p t^p, so

J = σ c ε^{p+1} ∫₀¹ t^p e^{−S} dt.

Expand S about E = U = E₀, writing S₀, S_U and S_E for its value and derivatives there:

S = S₀ + σε(S_U + S_E t) + O(ε²).

Since ∫₀¹ t^p dt = 1/(p+1) and ∫₀¹ t^{p+1} dt = 1/(p+2),

∫₀¹ t^p e^{−S} dt = [e^{−S₀}/(p+1)] [1 − σεK + O(ε²)],

K = S_U + S_E (p+1)/(p+2).

Taking the logarithm,

ln|J| = const + (p+1) ln ε − σεK + O(ε²).

Because d/dU = σ d/dε and U = σ(|E₀| + ε), the two signs cancel in N:

N = (|E₀| + ε) [(p+1)/ε − σK + O(ε)]
  = (p+1)(1 + |E₀|/ε) − E₀K + O(ε),

where σ|E₀| = E₀ was used. At the edge κ₀ = √(φ + E₀/2 − E₀) = √(φ − E₀/2), and

K = (z/κ₀)[1/2 − (p+1)/(p+2)] = −pz/[2(p+2)κ₀].

The result is

N = (p+1)(1 + |E₀|/ε) + pzE₀/[2(p+2)κ₀] + O(ε).

The leading divergence is (p+1)|E₀|/ε. Its coefficient contains neither z nor φ nor the amplitude c. The barrier enters first in the constant term, except for p = 0, where its contribution to that term vanishes in the mean-barrier approximation.

**8. Origin and reading of the divergence**

As ε → 0 every contributing energy approaches E₀, so ⟨1/κ⟩ → 1/κ₀ and the background stays finite:

A → −zE₀/(2κ₀).

The divergence therefore lies in D. Near the edge dI/dU varies as ε^p, but I varies as ε^{p+1}, while U stays near E₀. Their ratio grows as 1/ε. For p > 0 the raw conductance itself goes to zero at the edge, so the divergence of N is not a peak in the density of states.

Two limits confirm this origin. With no barrier factor, z = 0, the integral is elementary and

N = (p+1)U/(U − E₀),

so the pole survives without any transmission factor. If instead the edge lies at the Fermi level, E₀ = 0, the pole disappears and N → p+1. The divergence requires a finite bias at which the current starts from zero. Inside an ideal gap both I and dI/dV vanish, so N is 0/0 and has no defined value.

A smooth correction to the density, ρ = cε^p(1 + bε), multiplies the integral by 1 + bε(p+1)/(p+2) to first order. It adds |E₀|b(p+1)/(p+2) to the constant in N and leaves the pole unchanged.

In the example p = 1/2, so p/[2(p+2)] = 0.1. At the conduction edge κ₀ = 0.539 bohr⁻¹, and the constant is 0.1 × 12 × 0.06/0.539 = 0.134. At ε = 0.01 Ry the expansion gives 1.5 × (1 + 6) + 0.134 = 10.63, against 10.68 from the integrals. At ε = 0.001 Ry both give 91.6. At the valence edge the constant is −0.082, and at ε = 0.001 Ry both values are 61.4. The limiting backgrounds are −0.67 and +0.41. These constants belong to the mean barrier. The correction −zU²/(48κ³) to S from the tilt (section 2) adds about zE₀²/(24κ₀³), giving 0.146 and −0.078; the pole is unaffected. The expansion was also tested numerically at both edges for p = 0 and p = 1.

**9. A leakage current makes the peak finite for p ≥ 0**

Suppose an ohmic path with conductance g, in the units of dI/dU, lies in parallel with the junction. Then

N = U(dI/dU + g)/(I + gU),

where I is still the tunnelling current. Inside the gap I = 0 and N = 1. Near the edge set c = 1 and T₀ = e^{−S₀}, so that |I| ≈ T₀ε^{p+1}/(p+1) and dI/dU ≈ T₀ε^p. For ε ≪ |E₀| and g ≪ T₀ε^p,

N ≈ |E₀| T₀ε^p / [T₀ε^{p+1}/(p+1) + g|E₀|].

For −1 < p < 0 the conductance itself diverges at the edge while I + gU stays finite, so N still diverges. For p = 0 it jumps at the edge from 1 to 1 + T₀/g and then falls. For p > 0 the maximum follows from setting the derivative of ln N to zero:

p/ε = T₀ε^p / [T₀ε^{p+1}/(p+1) + g|E₀|].

Cross-multiplication gives pg|E₀| = T₀ε^{p+1}[1 − p/(p+1)] = T₀ε^{p+1}/(p+1). Hence

ε* = [p(p+1) g|E₀|/T₀]^{1/(p+1)}.

The same condition says that the bracket equals T₀ε*^{p+1}/p, so the height is

N* = p|E₀|/ε*.

At the peak g/(T₀ε*^p) = ε*/[p(p+1)|E₀|], so both approximations hold when ε* ≪ |E₀| and ε* ≪ p(p+1)|E₀|; the second condition is the stricter one when p(p+1) < 1.

For the conduction edge with g/T₀ = 10⁻³ Ry^{1/2},

ε* = (0.75 × 10⁻³ × 0.06)^{2/3} = 1.27×10⁻³ Ry,

N* = 0.5 × 0.06/(1.27×10⁻³) ≈ 24.

The full expression has its maximum, 24.6, at essentially this ε; the estimate of the height is about 4% low relative to that value. A leakage a thousand times smaller gives a peak about a hundred times higher, N ≈ 2370, as the power 2/3 requires.

This peak occurs although the density rises monotonically from the edge. Its height depends on the leakage as well as on the distance |E₀| of the edge from the Fermi level. It also depends on distance, because T₀ falls with z while g need not: N* varies as (T₀/g)^{1/(p+1)}. The cancellation of the common transmission factor fails once part of the current does not tunnel through the barrier.

**10. Conditions on the result**

If the tip density ρ_t(E − U) is not constant, it multiplies the integrand of J, and its derivative with respect to U adds

−U ⟨ρ_t′/ρ_t⟩

to N, where the prime denotes the derivative with respect to the argument and the mean now includes ρ_t in its weight. The same weight enters A, and the numerator of D acquires the factor ρ_t(0) from the upper limit E = U. For a smooth, non-vanishing ρ_t this term stays finite at the gap edge, so the pole remains.

At nonzero temperature the Fermi functions are not steps, and thermally activated current flows at biases inside the gap. The sharp onset assumed in section 7 is then lost. In a semiconductor part of the applied voltage may also fall inside the sample; the edge then moves with bias, and the apparent gap need not equal E_c − E_v, the difference of the two edge energies at zero bias. The formulas above apply when these effects are small on the scale of ε being resolved. This is a strict condition. At 300 K the thermal energy is 0.0019 Ry, so the values at ε = 0.001 Ry and the leakage peaks of section 9 belong to temperatures low enough that the thermal energy is far below ε. Even at ε = 0.01 Ry the value 10.68 falls to about 9.9 at 300 K. Temperature alone then limits the peak in the example to N ≈ 28, and inside the gap close to the edge N is finite and near |U|/kT. In a moderately doped semiconductor without screening by surface states, the voltage inside the sample can reach several tenths of a volt or more, depending on doping and tip shape, and the edge can then not be treated as fixed. The remaining values are in the numerical output.

Table of computed values

```
mean work function 0.32 Ry = 4.354 eV
distance 12.0 bohr = 6.350 angstrom
edges -0.04, 0.06 Ry; exponent p = 0.5
gap 0.10 Ry = 1.361 eV
sqrt(phi) = 0.5657 1/bohr; beta = 21.213 1/Ry
common factor exp(-2 z sqrt(phi)) = 1.2701e-06
tilted/mean exponent at E=0, U=0.2 Ry: 0.997612
U = +0.10 Ry = +1.361 eV:
  T(U,U) = 3.8372e-06
  dI/dU = 6.0250e-07, I/U = 1.4634e-07 (arb. unit)
  density term 5.2442, background -1.1271
  N = 4.1171; N with tilted barrier = 4.1528
  z 12->14 bohr: dI/dU times 0.1214, N times 1.0207
U = -0.08 Ry = -1.088 eV:
  T(U,U) = 5.5739e-07
  dI/dU = 1.5475e-07, I/U = 5.2673e-08 (arb. unit)
  density term 2.1164, background +0.8215
  N = 2.9379; N with tilted barrier = 2.9541
  z 12->14 bohr: dI/dU times 0.0969, N times 1.0029
flat density of states:
  U = +0.10 Ry, beta U = +2.1213, dlnN/dlnz law 0.4840
    density 2.4800 (law 2.4102), background -1.0923 (law -1.0607)
    N = 1.3876 (law 1.3496)
  U = -0.10 Ry, beta U = -2.1213, dlnN/dlnz law 0.4840
    density 0.2953 (law 0.2889), background +1.0923 (law +1.0607)
    N = 1.3876 (law 1.3496)
edge +0.06 Ry: kappa0 = 0.5385 1/bohr, constant +0.1337
  background limit -0.6685
  eps = 0.0100 Ry: N = 10.6818, expansion 10.6337
  eps = 0.0010 Ry: N = 91.6382, expansion 91.6337
  eps = 0.0001 Ry: N = 901.6341, expansion 901.6337
edge -0.04 Ry: kappa0 = 0.5831 1/bohr, constant -0.0823
  background limit +0.4116
  eps = 0.0100 Ry: N = 7.4129, expansion 7.4177
  eps = 0.0010 Ry: N = 61.4169, expansion 61.4177
  eps = 0.0001 Ry: N = 601.4176, expansion 601.4177
leakage g in parallel, conduction edge:
  g/T0 = 1e-03 Ry^0.5: peak N = 24.639 (law 23.713)
    at eps = 1.2731e-03 Ry (law 1.2651e-03 Ry)
  g/T0 = 1e-06 Ry^0.5: peak N = 2372.185 (law 2371.262)
    at eps = 1.2652e-05 Ry (law 1.2651e-05 Ry)
```
